**Adam-Gibbs entropy and the Vogel-Fulcher-Tammann law**

The program tests that $\tau=\tau_0\exp[C/(TS_c)]$ with $S_c=S_\infty(1-T_K/T)$ gives $\tau=\tau_0\exp[B/(T-T_K)]$, where $B=C/S_\infty$. Here $\tau$ is the relaxation time, $S_c$ the molar configurational entropy, $S_\infty$ its high-temperature limit, and $T_K$ the temperature at which it vanishes. The program asserts that entropy from quadrature, combined with the region-size rate, agrees with the closed law from 131 to 300 K. It also asserts the sum over larger regions, the one-sided divergence, the apparent activation energy, the fragility, the Debye loss peak and the limit near $T_K$ for constant excess heat capacity. Two numerical methods agree on the frozen fictive temperature, and the entropy of free dipoles in a field agrees with the dielectric formula. For the model liquid the output gives $B=2210$ K and a fragility of 50.7. On cooling at 10 K/min the structure freezes at 189.8 K, which leaves a finite relaxation time of about $10^{9.4}$ s at $T_K$. With $s^*=k_B\ln2$ as the least entropy of a region that can rearrange, the region at 190 K would hold 0.139 molecules, so the fitted law does not establish the microscopic picture.

## Program and output

```python
"""
Result under test: the Adam-Gibbs relation
    tau = tau0 * exp(C / (T * S_c)),   S_c = S_inf * (1 - T_K/T)
gives the Vogel-Fulcher-Tammann law tau = tau0 * exp(B / (T - T_K)),
B = C/S_inf, which diverges as T falls to T_K.
Symbols: tau relaxation time (s), T temperature (K), S_c molar configurational
entropy (J/mol/K), T_K temperature where S_c vanishes, T_g temperature where
tau = 100 s, s_star least entropy of a region that can rearrange (J/K),
dmu barrier per molecule (J), T_f fictive temperature of a glass (K).
The entropy is obtained by quadrature of the excess heat capacity and the
relaxation time from region sizes; both are compared with the closed formulas.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as kB, N_A, e as q_e, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

# ---------------- inputs: round model values ----------------
T_K, T_g = 130.0, 190.0
tau0, tau_g = 1e-14, 100.0
dcp_g = 90.0              # excess heat capacity at T_g, J/mol/K
z_g = 4.0                 # assumed molecules per region at T_g
year = 365.25 * 86400.0
LN10 = np.log(10.0)


def entropy(T):
    """Configurational entropy from the excess heat capacity dcp_g*T_g/T."""
    return quad(lambda x: dcp_g * T_g / x**2, T_K, T, epsabs=0, epsrel=1e-12)[0]


S_g = entropy(T_g)
L_g = np.log(tau_g / tau0)
s_star = z_g * S_g / N_A
dmu = kB * T_g * L_g / z_g


def region_size(S):
    return N_A * s_star / S


def ln_tau_regions(T, S):
    """ln(tau) from the smallest region that can rearrange."""
    return np.log(tau0) + region_size(S) * dmu / (kB * T)


# closed formulas
S_inf = dcp_g * T_g / T_K
B = N_A * s_star * dmu / (kB * S_inf)


def ln_tau_vft(T):
    return np.log(tau0) + B / (T - T_K)


# ---------------- entropy law and VFT law ----------------
for T in (131.0, 140.0, 165.0, 190.0, 250.0, 300.0):
    S = entropy(T)
    assert abs(S / (S_inf * (1 - T_K / T)) - 1) < 1e-9
    assert abs(ln_tau_regions(T, S) / ln_tau_vft(T) - 1) < 1e-8

# ---------------- sum over all larger regions ----------------
def sum_factor(T):
    """Total rate divided by the rate of the smallest region, summed term by term."""
    z = region_size(entropy(T)) + np.arange(200)
    terms = np.exp(-z * dmu / (kB * T))
    return terms.sum() / terms[0]


for T in (190.0, 300.0):
    assert abs(sum_factor(T) * (1 - np.exp(-dmu / (kB * T))) - 1) < 1e-10

# ---------------- nature of the divergence ----------------
y = sp.symbols('y', positive=True)     # y stands for B/(T - T_K)
x = sp.symbols('x', real=True)
assert sp.limit(sp.exp(y) / y**20, y, sp.oo) == sp.oo
assert sp.limit(sp.exp(1 / x), x, 0, '-') == 0

# ---------------- activation energy, fragility, loss peak ----------------
def ln_tau_eq(T):
    return ln_tau_regions(T, entropy(T))


def energy_fd(T, h=0.01):
    return kB * (ln_tau_eq(T - h) - ln_tau_eq(T + h)) / (1 / (T - h) - 1 / (T + h))


def energy_formula(T):
    return kB * B * (T / (T - T_K))**2


for T in (T_g, 250.0):
    assert abs(energy_fd(T) / energy_formula(T) - 1) < 1e-5

h = 1e-4                                # step in T_g/T
m_fd = (ln_tau_eq(T_g / (1 + h)) - ln_tau_eq(T_g / (1 - h))) / (2 * h * LN10)
m_formula = L_g / LN10 * T_g / (T_g - T_K)
assert abs(m_fd / m_formula - 1) < 1e-5


def peak_frequency(T):
    return 1 / (2 * np.pi * np.exp(ln_tau_vft(T)))


tau_250 = np.exp(ln_tau_eq(250.0))


def minus_loss(log_f):
    """Minus the imaginary part of the Debye response 1/(1 - i*omega*tau)."""
    return -(1 / (1 - 2j * np.pi * 10**log_f * tau_250)).imag


best = minimize_scalar(minus_loss, bounds=(3, 10), method='bounded',
                       options={'xatol': 1e-9})
assert abs(10**best.x / peak_frequency(250.0) - 1) < 1e-4

# ---------------- constant heat capacity instead of K/T ----------------
def entropy_const(T):
    return quad(lambda u: dcp_g / u, T_K, T, epsabs=0, epsrel=1e-12)[0]


C_const = L_g * T_g * entropy_const(T_g)    # keeps tau(T_g) = tau_g


def ln_tau_const(T):
    return np.log(tau0) + C_const / (T * entropy_const(T))


B_near_const = C_const / dcp_g
d = 1e-3
assert abs(d * (ln_tau_const(T_K + d) - np.log(tau0)) / B_near_const - 1) < 1e-4
diff_250 = (ln_tau_const(250.0) - ln_tau_vft(250.0)) / LN10
diff_150 = (ln_tau_const(150.0) - ln_tau_vft(150.0)) / LN10

# ---------------- residual entropy at T_K ----------------
residual = 0.05 * S_inf
C_res = L_g * T_g * (S_g + residual)        # keeps tau(T_g) = tau_g


def ln_tau_res(T):
    return np.log(tau0) + C_res / (T * (entropy(T) + residual))


log_tau_res_TK = ln_tau_res(T_K) / LN10
assert np.isfinite(log_tau_res_TK)
assert ln_tau_res(T_K + 1) < ln_tau_vft(T_K + 1)

# ---------------- cooling through the glass transition ----------------
def ln_tau_glass(T, Tf):
    return np.log(tau0) + B / (T * (1 - T_K / Tf))


T_out = np.array([140.0, 130.0, 120.0, 110.0])


def cool(rate):
    """Fictive temperature at T_out after cooling from 220 K at rate (K/s)."""
    sol = solve_ivp(lambda T, Tf: (Tf - T) / (rate * np.exp(ln_tau_glass(T, Tf))),
                    (220.0, 110.0), [220.0], method='Radau', t_eval=T_out,
                    rtol=1e-8, atol=1e-8)
    assert sol.success
    return sol.y[0]


rate = 10.0 / 60.0
Tf_path = cool(rate)
Tf_frozen = Tf_path[-1]
Tf_slow = cool(rate / 10)[-1]

# second road: short holds at fixed temperature, each relaxed exponentially
step, Tf = 0.01, 220.0
for i in range(11000):
    T_mid = 220.0 - (i + 0.5) * step
    hold = step / rate
    Tf = T_mid + (Tf - T_mid) * np.exp(-hold / np.exp(ln_tau_glass(T_mid, Tf)))
assert abs(Tf - Tf_frozen) < 0.03           # first-order error of the holds
assert T_K < Tf_slow < Tf_frozen

ln_140 = ln_tau_regions(140.0, entropy(Tf_path[0]))
ln_120 = ln_tau_regions(120.0, entropy(Tf_path[2]))
E_glass_path = kB * (ln_120 - ln_140) / (1 / 120.0 - 1 / 140.0)
E_glass = kB * B / (1 - T_K / Tf_frozen)
assert abs(E_glass_path / E_glass - 1) < 1e-3
log_tau_glass_TK = ln_tau_regions(T_K, entropy(Tf_path[1])) / LN10

# ---------------- entropy change in an electric field ----------------
field = 0.2e8                                # V/m, equal to 0.2 MV/cm
deps_dT = -0.3                               # slope of static permittivity, 1/K
molar_volume = 70e-6                         # m3/mol


def field_entropy(slope, E):
    """Entropy change per volume at fixed field, J/K/m3."""
    return 0.5 * epsilon_0 * slope * E**2


# free dipoles: orientational entropy by quadrature against the same formula
dipole, density = 1e-29, 1e27                # C m, 1/m3
a = dipole * field / (kB * T_g)
Z = quad(lambda c: np.exp(a * c), -1, 1, epsabs=1e-14)[0]
mean_cos = quad(lambda c: c * np.exp(a * c), -1, 1, epsabs=1e-14)[0] / Z
s_dipoles = density * kB * (np.log(Z / 2) - a * mean_cos)


def eps_free(T):
    return 1 + density * dipole**2 / (3 * epsilon_0 * kB * T)


slope_free = (eps_free(T_g + 0.01) - eps_free(T_g - 0.01)) / 0.02
assert abs(s_dipoles / field_entropy(slope_free, field) - 1) < 0.01

dS_field = field_entropy(deps_dT, field) * molar_volume
tau_ratio_field = np.exp(ln_tau_regions(T_g, S_g + dS_field)
                         - ln_tau_regions(T_g, S_g))

# ---------------- region size if s_star were kB*ln2 ----------------
z_ln2 = N_A * kB * np.log(2) / S_g
dmu_ln2 = kB * T_g * L_g / z_ln2

# ---------------- printed numbers ----------------
print(f"T_K = {T_K:.0f} K, T_g = {T_g:.0f} K")
print(f"tau0 = {tau0:.0e} s, tau(T_g) = {tau_g:.0f} s")
print(f"Excess heat capacity at T_g = {dcp_g:.0f} J/mol/K")
print(f"S_inf = {S_inf:.1f} J/mol/K")
print(f"S_c(T_g) = {S_g:.2f} J/mol/K")
print(f"ln(tau_g/tau0) = {L_g:.2f}")
print(f"Assumed region size at T_g = {z_g:.0f} molecules")
print(f"s_star/kB = {s_star / kB:.2f}")
print(f"Barrier per molecule dmu = {dmu / q_e:.4f} eV")
print(f"Adam-Gibbs constant C = {B * S_inf:.4e} J/mol")
print(f"VFT constant B = {B:.1f} K")
print(f"kB*B = {kB * B / q_e:.4f} eV")
print(f"Fragility m = {m_formula:.1f}")
for T in (T_g, 250.0):
    print(f"Apparent activation energy at {T:.0f} K = {energy_formula(T) / q_e:.3f} eV")
for T in (300.0, 250.0, 220.0, 190.0):
    print(f"T = {T:.0f} K: tau = {np.exp(ln_tau_vft(T)):.2e} s, "
          f"loss peak = {peak_frequency(T):.2e} Hz, "
          f"region = {region_size(entropy(T)):.2f} molecules")
for gap in (40.0, 30.0, 20.0, 10.0, 1.0):
    print(f"T - T_K = {gap:.0f} K: log10(tau/s) = {ln_tau_vft(T_K + gap) / LN10:.1f}")
print(f"tau at 160 K = {np.exp(ln_tau_vft(160.0)) / year:.1e} years")
print("Neglected effects")
for T in (190.0, 300.0):
    print(f"Larger regions raise the rate at {T:.0f} K by {100 * (sum_factor(T) - 1):.3f} %")
print(f"Constant heat capacity: B near T_K = {B_near_const:.0f} K")
print(f"  shift of log10(tau) at 250 K = {diff_250:.2f}")
print(f"  shift of log10(tau) at 150 K = {diff_150:.2f}")
print(f"Residual entropy = {residual:.2f} J/mol/K (5 % of S_inf)")
print(f"  log10(tau/s) at T_K = {log_tau_res_TK:.0f}")
print(f"Cooling at {rate * 60:.0f} K/min: frozen T_f = {Tf_frozen:.1f} K")
print(f"Cooling at {rate * 6:.0f} K/min: frozen T_f = {Tf_slow:.1f} K")
print(f"Glass (10 K/min): activation energy = {E_glass / q_e:.3f} eV")
print(f"Glass (10 K/min): log10(tau/s) at T_K = {log_tau_glass_TK:.1f}")
print(f"Field = {field / 1e8:.1f} MV/cm, permittivity slope = {deps_dT:.1f} 1/K")
print(f"Molar volume = {molar_volume * 1e6:.0f} cm3/mol")
print(f"  entropy change = {dS_field:.4f} J/mol/K")
print(f"  tau(T_g) rises by {100 * (tau_ratio_field - 1):.1f} %")
print(f"With s_star = kB ln2: region at T_g = {z_ln2:.3f} molecules")
print(f"With s_star = kB ln2: barrier per molecule = {dmu_ln2 / q_e:.2f} eV")
print("success")
```

Running it gives:

```
T_K = 130 K, T_g = 190 K
tau0 = 1e-14 s, tau(T_g) = 100 s
Excess heat capacity at T_g = 90 J/mol/K
S_inf = 131.5 J/mol/K
S_c(T_g) = 41.54 J/mol/K
ln(tau_g/tau0) = 36.84
Assumed region size at T_g = 4 molecules
s_star/kB = 19.98
Barrier per molecule dmu = 0.1508 eV
Adam-Gibbs constant C = 2.9076e+05 J/mol
VFT constant B = 2210.5 K
kB*B = 0.1905 eV
Fragility m = 50.7
Apparent activation energy at 190 K = 1.910 eV
Apparent activation energy at 250 K = 0.827 eV
T = 300 K: tau = 4.44e-09 s, loss peak = 3.59e+07 Hz, region = 2.23 molecules
T = 250 K: tau = 1.00e-06 s, loss peak = 1.59e+05 Hz, region = 2.63 molecules
T = 220 K: tau = 4.64e-04 s, loss peak = 3.43e+02 Hz, region = 3.09 molecules
T = 190 K: tau = 1.00e+02 s, loss peak = 1.59e-03 Hz, region = 4.00 molecules
T - T_K = 40 K: log10(tau/s) = 10.0
T - T_K = 30 K: log10(tau/s) = 18.0
T - T_K = 20 K: log10(tau/s) = 34.0
T - T_K = 10 K: log10(tau/s) = 82.0
T - T_K = 1 K: log10(tau/s) = 946.0
tau at 160 K = 3.2e+10 years
Neglected effects
Larger regions raise the rate at 190 K by 0.010 %
Larger regions raise the rate at 300 K by 0.294 %
Constant heat capacity: B near T_K = 2656 K
  shift of log10(tau) at 250 K = -0.94
  shift of log10(tau) at 150 K = 5.75
Residual entropy = 6.58 J/mol/K (5 % of S_inf)
  log10(tau/s) at T_K = 157
Cooling at 10 K/min: frozen T_f = 189.8 K
Cooling at 1 K/min: frozen T_f = 186.4 K
Glass (10 K/min): activation energy = 0.604 eV
Glass (10 K/min): log10(tau/s) at T_K = 9.4
Field = 0.2 MV/cm, permittivity slope = -0.3 1/K
Molar volume = 70 cm3/mol
  entropy change = -0.0372 J/mol/K
  tau(T_g) rises by 3.4 %
With s_star = kB ln2: region at T_g = 0.139 molecules
With s_star = kB ln2: barrier per molecule = 4.35 eV
success
```
